Tunnelling splitting in a symmetric double well: flux formula, WKB, ground-state factor

**1. The situation**

An atom or a group of atoms in a molecule can have two equivalent positions separated by a barrier. Two separate wells would give pairs of equal levels. Tunnelling splits each pair into a doublet, often by far less than the spacing between pairs. How large is the splitting, and with what prefactor?

I take one coordinate x, a constant mass m and a smooth symmetric potential V(x) = V(−x) with minima V = 0 at x = ±a. The states of a doublet are ψ₊ (even) and ψ₋ (odd), with energies E₊ and E₋ and

Δ = E₋ − E₊.

Both are real, normalized on the whole line, and positive in the outer lobe of the right well. Primes denote d/dx.

**2. Simple case: a flat barrier**

Let V = U > E for |x| < b, with any two mirror-image wells outside. Inside the barrier, with κ = √(2m(U − E))/ħ,

ψ₊ = A₊ cosh κx,  ψ₋ = A₋ sinh κx.

At the edge x = b the ratios ψ'/ψ are κ tanh κb and κ coth κb. At equal κ they differ by

κ(coth κb − tanh κb) = 2κ/sinh 2κb ≈ 4κ exp(−2κb).

The right well therefore sees two almost equal boundary conditions, and its energy shifts between them by an amount of order exp(−2κb). The prefactor needs more care, because κ also differs slightly between the two states, and this changes ψ'/ψ at the edge by an amount of the same exponential order. An identity that starts at the centre includes both effects.

**3. The flux formula for any symmetric barrier**

The two Schrödinger equations are

−(ħ²/2m)ψ₊'' + Vψ₊ = E₊ψ₊,
−(ħ²/2m)ψ₋'' + Vψ₋ = E₋ψ₋.

Multiply the second by ψ₊ and the first by ψ₋, and subtract. The potential cancels:

−(ħ²/2m)(ψ₊ψ₋'' − ψ₋ψ₊'') = Δ ψ₊ψ₋.

The bracket is the derivative of ψ₊ψ₋' − ψ₋ψ₊'. Integrate from 0 to ∞. The upper limit gives zero for bound states. At the lower limit ψ₋(0) = 0 by parity, and two minus signs combine:

Δ I = (ħ²/2m) ψ₊(0)ψ₋'(0),  I = ∫₀^∞ ψ₊ψ₋ dx.

Now define the state localized on the right,

φ = (ψ₊ + ψ₋)/√2.

Since ψ₋(0) = 0 and ψ₊'(0) = 0, we have φ(0) = ψ₊(0)/√2 and φ'(0) = ψ₋'(0)/√2, so that ψ₊(0)ψ₋'(0) = 2φ(0)φ'(0).

For I, let ε be the weight of φ on the wrong side, x < 0. Each parity state has weight ½ there, and ψ₊ψ₋ is odd:

ε = ½(½ + ½) + ∫₋∞⁰ ψ₊ψ₋ dx = ½ − I.

With I = ½ − ε the identity becomes

Δ = (2ħ²/m) φ(0)φ'(0)/(1 − 2ε).

This is exact for the one-dimensional problem. Herring's formula is its high-barrier form,

Δ ≈ (2ħ²/m) φ(0)φ'(0).

Limit check on the flat barrier: for κb ≫ 1 both amplitudes are close to A = 2ψ(b)exp(−κb), where ψ(b) is the common edge value. Then φ(0)φ'(0) = κA²/2 and

Δ ≈ (ħ²/m)κA² = (4ħ²κ/m) ψ(b)² exp(−2κb),

which has the exponential found in section 2 and now a prefactor.

The word "flux" has a direct meaning. Start a particle in φ. Apart from a common phase its state is [ψ₊ + ψ₋ exp(−iΔt/ħ)]/√2, and the current (ħ/m) Im(ψ*ψ') at x = 0 is

j(0,t) = −(ħ/m) φ(0)φ'(0) sin(Δt/ħ).

The probability on the right is ½ + I cos(Δt/ħ), with time derivative −(IΔ/ħ) sin(Δt/ħ). Equating this to j(0,t) gives the flux formula again. The splitting measures the largest current through the midpoint.

**4. A numerical model, and a trial function that fails**

The test model is the quartic well

V = V₀[(x/a)² − 1]²,

with round parameters V₀ = 2000 cm⁻¹, a = 0.40 Å and m = 2.5 u. The curvature at a minimum is 8V₀/a², so the harmonic frequency is ω₀ = √(8V₀/(ma²)). With ħ²/m = 13.4861 cm⁻¹ Å²,

ħω₀ = √(8 × 2000 × 13.4861)/0.40 = 1161.3 cm⁻¹,
l = √(ħ/(mω₀)) = √(13.4861/1161.3) = 0.1078 Å.

Thus a/l = 3.712 and V₀/ħω₀ = 1.72, a barrier of modest height.

Diagonalization in parity-separated bases gives Δ = 0.8810 cm⁻¹, or 26.41 GHz; an independent grid calculation agrees to the printed digits. This is the reference below. It is a numerical solution of the model, which leaves out all other coordinates of a real molecule.

The localized state has φ(0) = 0.047740 Å^(−1/2) and φ'(0) = 0.684083 Å^(−3/2), so

2 × 13.4861 × 0.047740 × 0.684083 = 0.8809 cm⁻¹.

Division by 1 − 2ε, with ε = 8.3 × 10⁻⁵, gives 0.8810 cm⁻¹. The size of ε is understandable: if φ continues to the left as φ(0)exp(κx), its weight there is φ(0)²/(2κ). With κ ≈ φ'(0)/φ(0) = 14.33 Å⁻¹ this is 8.0 × 10⁻⁵.

The formula needs φ at the middle of the barrier, where φ is tiny. Suppose we insert the harmonic ground state of the right well. Its density at the centre is exp(−a²/l²)/(√π l), and its logarithmic slope is a/l². Using ħ²/(ml²) = ħω₀,

Δ_Gauss = (2ħω₀/√π)(a/l) exp(−a²/l²) = 0.00505 cm⁻¹,

too small by a factor of 174. The parabola keeps rising where the real barrier rounds off: the Gaussian slope at the centre is a/l² = 34 Å⁻¹, against 14.3 Å⁻¹ for the true φ. A good wavefunction inside the well is not enough; the tail must follow the actual barrier.

**5. A slowly varying barrier**

Replace the flat barrier by a smooth one, with

κ(x) = √(2m(V − E))/ħ,  w(x) = ∫₀ˣ κ dx'.

Try f = κ^(−1/2) exp(±w). Its logarithmic derivative is y = ±κ − κ'/(2κ), and f''/f = y² + y'. The terms ±κ' cancel, leaving

f''/f = κ² + 3κ'²/(4κ²) − κ''/(2κ).

The Schrödinger equation requires f''/f = κ². So f is a good approximation where κ'² ≪ κ⁴ and |κ''| ≪ κ³, which excludes the turning points, where κ = 0.

The parity states are now κ^(−1/2) times cosh w and sinh w. Let b be the inner turning point of the right well and

S = ∫₋b^b κ dx,

so that w(b) = S/2. Near that edge cosh w and sinh w agree up to a relative difference of order exp(−S). Both connect to almost the same well function, so their amplitudes agree up to exponentially small terms. At the centre of the barrier and to the right of it, their sum is then one exponential:

φ(x) ∝ κ^(−1/2) exp(w).

By symmetry κ'(0) = 0, hence φ'(0) ≈ κ(0)φ(0). In the model, with the semiclassical level E = 563.9 cm⁻¹ found in section 6, κ(0) = 14.59 Å⁻¹, and the computed φ'(0)/φ(0) = 14.33 Å⁻¹ lies 1.8% below it.

**6. Normalization in the well**

It remains to find φ(0). With the classical momentum p(x) = √(2m(E − V)), the corresponding form in the well is

φ = (C/√p) cos(θ − π/4),  θ = (1/ħ)∫_b^x p dx'.

The phase and the relation to the tail come from the turning point. Near b put V − E ≈ F(b − x), F > 0, and z = (2mF/ħ²)^(1/3)(b − x). The equation becomes d²φ/dz² = zφ. Its solution decaying into the barrier is the Airy function

Ai(z) = (1/2π) ∫ exp[i(t³/3 + zt)] dt,  t from −∞ to ∞.

For z = −s with s large, the phase is stationary at t = ±√s. Each point contributes a complex exponential of size 1/(2√π s^(1/4)), and together they give

Ai(−s) ≈ cos(⅔s^(3/2) − π/4)/(√π s^(1/4)).

For large positive z a single saddle, t = i√z, contributes. There the exponent is −⅔z^(3/2) and the Gaussian integral over t is √π/z^(1/4), so

Ai(z) ≈ exp(−⅔z^(3/2))/(2√π z^(1/4)).

Two contributions on one side and one on the other explain the factor ½ in the tail. Since ⅔s^(3/2) = θ and ⅔z^(3/2) = ∫κdx for a linear potential, the cosine above connects to

φ = [C/(2√(ħκ))] exp(−∫_x^b κ dx').

The outer turning point gives a similar cosine. If Θ is the total phase across the well, the two agree up to sign when Θ − π/2 = nπ. This is the one-well Bohr–Sommerfeld condition

∫ p dx = πħ(n + ½),

which fixes E.

For C, replace cos² by its average ½ and neglect the tails. One crossing of the well takes half the classical period, so ∫dx/p = π/(mω), where ω = ω(E) is the classical angular frequency at energy E. Then

1 = ½C² π/(mω),  C² = 2mω/π.

At the centre, twice the exponent ∫₀^b κdx equals S:

φ(0)² = C²/(4ħκ(0)) exp(−S) = [mω/(2πħκ(0))] exp(−S).

Insert this and φ'(0) = κ(0)φ(0) in Herring's formula:

Δ_WKB = (2ħ²/m) κ(0) [mω/(2πħκ(0))] exp(−S) = (ħω/π) exp(−S).

The local quantity κ(0) has cancelled. The exponent contains S once because the density φ² falls by exp(−S) over half the barrier.

For the model, the ground level has E = 563.9 cm⁻¹, ħω = 1092.43 cm⁻¹ and S = 6.0288, so

Δ_WKB = (1092.43/π) exp(−6.0288) = 0.8375 cm⁻¹,

4.9% below the reference. Is this a finite-barrier error that would vanish for a high barrier?

**7. Ground state: the missing factor**

It is not. The error persists and even grows with the barrier, from 4.9% here towards 7.0%, as section 9 shows. Section 6 treats each turning point separately, and its normalization replaces cos² by ½ and neglects the tails. These approximations suit a well with many oscillations. The ground state has no node, and its two turning points stay about 2l apart however high the barrier is. The combined effect of the approximations is a constant factor, found below.

The cure is to take the amplitude from the true harmonic ground state and the tail from WKB. Let ξ be the distance from the right minimum towards the barrier, in units of l. For V = ½mω₀²(lξ)² and E = ħω₀/2 the turning point is ξ = 1 and κ = √(ξ² − 1)/l. The WKB density of section 6 at a general point is

φ²_WKB = [1/(2πl√(ξ² − 1))] exp(−2J),  J = ∫₁^ξ √(t² − 1) dt,

where mω₀/ħ = 1/l² was used. Differentiation confirms that

J = ½[ξ√(ξ² − 1) − ln(ξ + √(ξ² − 1))].

For large ξ, √(ξ² − 1) ≈ ξ − 1/(2ξ), so

J → ξ²/2 − ¼ − ½ ln(2ξ),
exp(−2J) → 2ξ √e exp(−ξ²).

The factor 2ξ cancels against the prefactor:

φ²_WKB → √e exp(−ξ²)/(πl).

The true density is exp(−ξ²)/(√π l). The two have the same shape and differ by the constant

φ²_true/φ²_WKB = √π/√e = √(π/e) = 1.0750.

Further into the barrier both follow the same WKB exponential, so the constant persists to the centre. The splitting contains φ(0)φ'(0), quadratic in φ, and takes the factor once:

Δ ≈ √(π/e)(ħω/π) exp(−S) = ħω exp(−S)/√(πe).

The matching needs a region where ξ ≫ 1 and the potential is still harmonic. A cubic term of order mω₀²(lξ)³/a changes the exponent by an amount of order ξ³l/a, so the window is

1 ≪ ξ ≪ (a/l)^(1/3).

It opens as ħ → 0, because l ∝ √ħ. The factor is therefore a semiclassical limit, not an exact correction at finite barrier. In the model (a/l)^(1/3) is only 1.5, so the window is not really open. Even so,

1.07505 × 0.83750 = 0.90035 cm⁻¹,

which is 2.2% above the reference, compared with 4.9% below it before.

**8. Which energy belongs in S?**

It is tempting to use E = ħω₀/2 and ω = ω₀. Differentiating S gives

dS/dE = −(1/ħ) ∫₋b^b dx/v,  v = ħκ/m,

with no endpoint terms because κ vanishes there. Near each well v ≈ ω₀l√(ξ² − 1), so the integral grows like ln(a/l). The anharmonic shift of the level is of order ħω₀(l/a)², proportional to ħ². The change in S is thus of order (l/a)² ln(a/l) and vanishes in the limit, as does the relative change of ω. The limiting factor does not depend on the choice.

At finite barrier the choice matters. For the model, harmonic inputs give S = 5.949 and

(1161.3/π) exp(−5.949) = 0.964 cm⁻¹,

which becomes 1.037 cm⁻¹ with the factor, 18% above the reference. Here the factor makes the estimate worse, because the harmonic inputs already err upwards.

**9. Raising the barrier**

For the quartic well (a/l)² = 8V₀/ħω₀, which is proportional to 1/ħ at fixed m and V. Solving the ground doublet for a series of wells gives:

(a/l)²   Δ/Δ_WKB   same, harmonic inputs
12     1.046    0.890
16     1.057    0.936
20     1.061    0.963
24     1.064    0.980
28     1.066    0.993

The middle column approaches 1.075, not 1. A straight line in (l/a)² through its last two unrounded entries extrapolates to 1.077, which is 0.2% above √(π/e). The last column also moves towards 1.075, but slowly. At (a/l)² = 28 it is close to 1, and read alone it would suggest that no factor is needed.

**10. Excited doublets**

The matching extends to level n. Put ν = n + ½. The turning point is at ξ² = 2ν, and the same integration gives, for large ξ,

J → ξ²/2 − ν/2 − ν ln(2ξ/√(2ν)),
φ²_WKB → [1/(2πlξ)] exp(−ξ²) e^ν (2ξ)^(2ν) (2ν)^(−ν).

The leading term of the Hermite polynomial is (2ξ)ⁿ, so the true density tends to

(2ξ)^(2n) exp(−ξ²)/(√π 2ⁿ n! l).

In the ratio, (2ξ)^(2ν) = (2ξ)^(2n) · 2ξ removes all dependence on ξ:

g_n = √π (2ν)^ν e^(−ν)/(2ⁿ n!) = (√(2π)/n!) [(n + ½)/e]^(n+½).

The last form uses 2^ν = 2ⁿ√2. For n = 0 it returns √(π/e). For large n, (n + ½)^(n+½) → n^(n+½)√e, and Stirling's formula n! ≈ √(2πn)(n/e)ⁿ gives g_n → 1. The plain WKB result is recovered when the well holds many oscillations. Already g₁ = 1.0275 and g₂ = 1.0167.

An excited level lies nearer the barrier top, so its limit appears later. For n = 1 the splitting Δ is taken from the exact flux formula of section 3, applied to the numerical eigenvectors, because energy differences are lost in rounding for deep wells. The comparison with the eigenvalue difference has an absolute tolerance of 10⁻¹¹ ħω₀, which confirms the shallower wells but has almost no force at (a/l)² = 48 and 60. Then Δ/Δ_WKB is 1.012 at (a/l)² = 24 and 1.023 at 60. Linear extrapolation from the wells at 24 and 28 gives 1.038, clearly too high; from those at 48 and 60 it gives 1.029, within 0.2% of g₁. The shallower wells are not yet in the range where a straight line suffices.

The derivation no longer holds as E approaches the barrier top: S is then no longer large, the inner turning points approach each other, and the single-exponential tail loses its justification. Without mirror symmetry the parity argument of section 3 does not apply. For the symmetric model, the numerical check below tests the flux identity, the tail factors and the high-barrier limits.

Calculated quantities

```
V0 = 2000 cm^-1, a = 0.40 angstrom, m = 2.5 u
hbar^2/m = 13.4861 cm^-1 angstrom^2
hbar*omega0 = 1161.30 cm^-1, l = 0.10776 angstrom
alpha = a/l = 3.7118, V0/(hbar omega0) = 1.7222
E_even = 556.9849 cm^-1, E_odd = 557.8659 cm^-1
Delta, diagonalization = 0.88101 cm^-1
Delta, diagonalization = 26.412 GHz
Delta, independent grid = 0.88101 cm^-1
phi(0) = 0.047740 angstrom^-1/2
phi'(0) = 0.684083 angstrom^-3/2
left weight eps = 8.341e-05 (no unit)
Delta, flux without eps = 0.88086 cm^-1
Delta, flux with eps = 0.88101 cm^-1
Bohr-Sommerfeld E = 563.938 cm^-1
hbar*omega(E) = 1092.427 cm^-1, S = 6.02877 (no unit)
kappa(0) = 14.5935 angstrom^-1
phi'(0)/phi(0) = 14.3294 angstrom^-1
Delta, WKB = 0.83750 cm^-1
sqrt(pi/e) = 1.075048 (no unit)
Delta, WKB*sqrt(pi/e) = 0.90035 cm^-1
Delta/WKB = 1.0520, Delta/corrected = 0.9785 (no unit)
harmonic inputs: S = 5.94906 (no unit)
harmonic inputs: WKB = 0.96416 cm^-1, corrected = 1.03652 cm^-1
Delta, Gaussian tail in flux = 0.005051 cm^-1
Delta/Gaussian estimate = 174.4 (no unit)
tail density ratio true/WKB at xi = 20; limit g_n (no unit)
  n = 0: 1.07404; 1.07505
  n = 1: 1.02654; 1.02751
  n = 2: 1.01569; 1.01666
  n = 3: 1.01095; 1.01192
ground doublet, all columns without unit:
alpha^2  Delta/(hbar omega0)  Delta/WKB  Delta/WKB(harmonic inputs)
   12  2.26422e-03  1.04623  0.88987
   16  1.89547e-04  1.05650  0.93568
   20  1.50705e-05  1.06133  0.96252
   24  1.16409e-06  1.06415  0.98035
   28  8.82597e-08  1.06601  0.99311
extrapolated Delta/WKB, n = 0: 1.07715 (no unit)
n = 1 doublet: alpha^2, Delta/(hbar omega0), Delta/WKB (no unit)
   24  1.66713e-04  1.01200
   28  1.55121e-05  1.01568
   36  1.17684e-07  1.01947
   48  6.46011e-11  1.02207
   60  3.13587e-14  1.02339
extrapolated, n = 1, two shallowest wells: 1.03780 (no unit)
extrapolated, n = 1, two deepest wells: 1.02870 (no unit)
```
